**Zero-flux mole ratio in a stagnant binary gas**

The program tests the relation $x/(1-x)=C\,T^{-a}$, where $x$ is the precursor mole fraction, $T$ the temperature, $a$ the constant thermal diffusion factor and $C$ a constant fixed by the inventory. It evolves a closed one-dimensional cell from uniform composition and asserts that the end state agrees with the closed form to a relative error below $2\times10^{-5}$; the output shows $1.3\times10^{-6}$. In a two-dimensional cell with a concentrated precursor, it asserts that $\ln[x/(1-x)]+a\ln T$ is uniform within grid error, while the same expression with $\ln x$ is not. Direct integration of the flux law confirms the formula for a temperature-dependent factor. Further assertions show that a consuming wafer raises the apparent exponent and that strong circulation lowers it. For a 450 K lid, a 650 K wafer and $a=0.5$, the mole ratio at the wafer is 0.832 of that at the lid. The program also sizes wall temperature jumps, thermal creep, buoyancy, gravity and surface uptake for the same example.

## Numerical check

```python
"""
Result under test: in a stagnant binary gas with constant thermal diffusion
factor a, zero diffusive flux implies x1/(1-x1) = C * T**(-a).
x1: precursor mole fraction; T: temperature; C: constant set by the inventory.
Flux law: J1 = -n D [grad x1 + a x1 (1-x1) grad ln T], n = P/(kB T).
a > 0 means that the precursor moves towards the cold side.
The tests solve the conservation law numerically and compare with the power law.
SI units inside the program; engineering units in the printout.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Round model inputs, in the regime of TiCl4 in N2
a = 0.5
T_cold, T_hot = 450.0, 650.0
gap = 0.020
pressure = 1.0 * const.torr
x_mean = 0.05
D_ref = 0.08e-4            # m2/s at 300 K and 1 atm
D_power = 1.75
mu_ref, mu_power = 1.8e-5, 0.7   # carrier viscosity at 300 K, Pa s
k_power = 0.7              # thermal conductivity varies as T**k_power
diameter = 0.37e-9         # carrier molecule
uptake = 2.0e18            # precursor molecules per m2 per cycle
M1 = (47.867 + 4 * 35.45) * 1e-3
M2 = 2 * 14.007e-3
T_mid = 0.5 * (T_cold + T_hot)
log_T = np.log(T_hot / T_cold)


def density(T):
    return pressure / (const.k * T)


def diffusivity(T):
    return D_ref * const.atm / pressure * (T / 300.0) ** D_power


q = 1.0 + k_power
slope_q = (T_hot**q - T_cold**q) / gap


def temperature(z):
    """Steady heat conduction between the two plates."""
    return (T_cold**q + slope_q * z) ** (1.0 / q)


def ratio(x):
    return x / (1.0 - x)


# Closed form, with the constant fixed by the precursor inventory
def closed_form(T, r_cold):
    r = r_cold * (T / T_cold) ** (-a)
    return r / (1.0 + r)


gas_column = quad(lambda z: density(temperature(z)), 0, gap)[0]


def inventory_error(r_cold):
    amount = quad(lambda z: density(temperature(z))
                  * closed_form(temperature(z), r_cold), 0, gap)[0]
    return amount / gas_column - x_mean


r_cold = brentq(inventory_error, 1e-4, 1.0, xtol=1e-14)
x_cold = closed_form(T_cold, r_cold)
x_hot = closed_form(T_hot, r_cold)
T_center = temperature(gap / 2)
x_center = closed_form(T_center, r_cold)

# Test 1: time evolution of a closed cell from uniform composition
cells = 100
h = gap / cells
z_cell = (np.arange(cells) + 0.5) * h
T_cell = temperature(z_cell)
T_face = temperature(np.arange(1, cells) * h)
nD_face = density(T_face) * diffusivity(T_face)
dlnT_face = np.diff(np.log(T_cell))


def rate(t, x):
    m = 0.5 * (x[1:] + x[:-1])
    flux = np.zeros(cells + 1)
    flux[1:-1] = -nD_face * (np.diff(x) + a * m * (1 - m) * dlnT_face) / h
    return -np.diff(flux) / (h * density(T_cell))


times = np.linspace(0.0, 0.06, 3001)
run = solve_ivp(rate, (0, times[-1]), np.full(cells, x_mean), method="BDF",
                t_eval=times, rtol=1e-8, atol=1e-11)
assert run.success
x_end = run.y[:, -1]
error_1d = np.max(np.abs(x_end / closed_form(T_cell, r_cold) - 1))
assert error_1d < 2e-5     # second-order grid error
separation = run.y[0] - run.y[-1]
t99 = times[np.argmax(separation >= 0.99 * separation[-1])]
tau = gap**2 / (np.pi**2 * diffusivity(T_mid))


# Closed two-dimensional cell: steady finite-volume solution by Newton's method
def solve_2d(T, factor, mean, stream=None):
    """Unit square; stream is the stream function at cell corners,
    in units of n D at the reference temperature T_mid."""
    N = T.shape[0]
    index = np.arange(N * N).reshape(N, N)
    left = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    right = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    flat = T.ravel()
    g = (0.5 * (flat[left] + flat[right]) / T_mid) ** (D_power - 1)
    dl = np.log(flat[right] / flat[left])
    flow = np.zeros(left.size)
    if stream is not None:
        across = -(stream[1:-1, 1:] - stream[1:-1, :-1])
        along = stream[1:, 1:-1] - stream[:-1, 1:-1]
        flow = np.concatenate([across.ravel(), along.ravel()])
    weight = (1 / flat) / np.sum(1 / flat)
    x = np.full(N * N, mean)
    for _ in range(30):
        m = 0.5 * (x[left] + x[right])
        F = -g * (x[right] - x[left] + factor * m * (1 - m) * dl) + flow * m
        common = -0.5 * g * factor * (1 - 2 * m) * dl + 0.5 * flow
        residual = np.zeros(N * N)
        np.add.at(residual, left, F)
        np.add.at(residual, right, -F)
        jac = np.zeros((N * N, N * N))
        np.add.at(jac, (left, left), common + g)
        np.add.at(jac, (left, right), common - g)
        np.add.at(jac, (right, left), -common - g)
        np.add.at(jac, (right, right), -common + g)
        # one balance is redundant: the inventory condition replaces it
        residual[0] = weight @ x - mean
        jac[0] = weight
        step = np.linalg.solve(jac, -residual)
        x = x + step
        if np.max(np.abs(step)) < 1e-12:
            return x.reshape(N, N)
    raise AssertionError("Newton iteration did not converge")


# Test 2: concentrated precursor in an irregular temperature field
N = 28
s = (np.arange(N) + 0.5) / N
X, Z = np.meshgrid(s, s, indexing="ij")
T_field = (600 + 200 * np.cos(np.pi * X) * np.cos(2 * np.pi * Z)
           + 50 * np.sin(3 * X + Z))
a_2d, mean_2d = 0.7, 0.4
x_2d = solve_2d(T_field, a_2d, mean_2d)
spread_ratio = np.ptp(np.log(ratio(x_2d)) + a_2d * np.log(T_field))
spread_fraction = np.ptp(np.log(x_2d) + a_2d * np.log(T_field))
assert spread_ratio < 3e-3     # grid error of the coarse mesh
assert spread_fraction > 0.1   # the mole fraction does not obey the law


# Test 3: direct integration with variable factor or a consuming wafer
def integrate_gap(flux, factor):
    def slope(z, x):
        T = temperature(z)
        dlnT = slope_q / (q * T**q)
        return (-flux / (density(T) * diffusivity(T))
                - factor(T) * x * (1 - x) * dlnT)
    sol = solve_ivp(slope, (0, gap), [x_cold], rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y[0, -1]


rise = 0.20


def a_variable(T):
    return a * (1 + rise * (T - T_cold) / (T_hot - T_cold))


factor_variable = np.exp(-quad(lambda T: a_variable(T) / T, T_cold, T_hot)[0])
factor_direct = ratio(integrate_gap(0.0, a_variable)) / r_cold
assert abs(factor_direct / factor_variable - 1) < 1e-7

flux_scale = (density(T_mid) * diffusivity(T_mid) * a * x_mean
              * (1 - x_mean) * log_T / gap)
flux_test = 0.1 * flux_scale
x_consumed = integrate_gap(flux_test, lambda T: a)
a_consumed = -np.log(ratio(x_consumed) / r_cold) / log_T
assert a_consumed > 1.05 * a   # residual flux spoils the exponent

# Neglected effects for the example's own numbers
M_mean = x_mean * M1 + (1 - x_mean) * M2
rho = pressure * M_mean / (const.R * T_mid)
nu = mu_ref * (T_mid / 300) ** mu_power / rho
creep_speed = nu * log_T / gap          # creep coefficient of order one
creep_peclet = creep_speed * gap / diffusivity(T_mid)
corner = np.linspace(0, 1, N + 1)
CX, CZ = np.meshgrid(corner, corner, indexing="ij")
shape = np.sin(2 * np.pi * CX) * np.sin(np.pi * CZ) / (2 * np.pi)
T_layer = np.tile(temperature(s * gap), (N, 1))


def apparent_exponent(peclet):
    x = solve_2d(T_layer, a, x_mean, peclet * shape).mean(axis=0)
    return (-np.log(ratio(x[-1]) / ratio(x[0]))
            / np.log(T_layer[0, -1] / T_layer[0, 0]))


a_still = apparent_exponent(0.0)
a_creep = apparent_exponent(creep_peclet)
strong_peclet = 20.0
a_strong = apparent_exponent(strong_peclet)
assert abs(a_still - a) < 1e-4
assert a_strong < 0.8 * a      # circulation destroys the separation

free_path = 1 / (np.sqrt(2) * np.pi * diameter**2 * density(T_mid))
jump = 2 * free_path * (T_hot - T_cold) / gap   # jump coefficient about two
factor = (T_hot / T_cold) ** (-a)
factor_jump = ((T_hot - jump) / (T_cold + jump)) ** (-a)
prandtl = 0.7
Ra_heat = const.g * (T_hot - T_cold) / T_mid * gap**3 * prandtl / nu**2
Ra_mix = (const.g * (M1 - M2) / M_mean * (x_cold - x_hot) * gap**3
          / (nu * diffusivity(T_mid)))
gravity_shift = (M1 - M2) * const.g * gap / (const.R * T_mid)
precursor_column = x_mean * gas_column

print(f"Thermal diffusion factor a: {a:.2f}")
print(f"Lid and wafer temperature: {T_cold:.0f}, {T_hot:.0f} K")
print(f"Gap: {gap*1e3:.0f} mm; pressure: {pressure/const.torr:.1f} Torr")
print(f"Mean precursor mole fraction: {x_mean:.4f}")
print(f"Molar mass precursor, carrier: {M1*1e3:.1f}, {M2*1e3:.1f} g/mol")
print(f"Input D at 300 K, 1 atm: {D_ref*1e4:.2f} cm2/s, power {D_power}")
print(f"Input viscosity at 300 K: {mu_ref:.1e} Pa s, power {mu_power}")
print(f"Input conductivity power: {k_power}; Prandtl number: {prandtl}")
print(f"Input carrier diameter: {diameter*1e9:.2f} nm")
print(f"D at {T_mid:.0f} K and cell pressure: {diffusivity(T_mid)*1e4:.1f} cm2/s")
print(f"ln(T_hot/T_cold): {log_T:.4f}")
print(f"Mole-ratio factor, wafer/lid: {factor:.4f}")
print(f"Mole ratio at lid, wafer: {r_cold:.5f}, {ratio(x_hot):.5f}")
print(f"Mole fraction at lid, wafer: {x_cold:.5f}, {x_hot:.5f}")
print(f"Mid-gap temperature, fraction: {T_center:.1f} K, {x_center:.5f}")
print(f"Mole-fraction factor, wafer/lid: {x_hot/x_cold:.4f}")
print(f"Number-density factor, wafer/lid: {x_hot/x_cold*T_cold/T_hot:.4f}")
print(f"Wafer fraction relative to mean: {100*(x_hot/x_mean-1):.2f} %")
print(f"1D test, largest relative error: {error_1d:.1e}")
print(f"Diffusion time gap^2/(pi^2 D): {tau*1e3:.2f} ms")
print(f"Time to 99 % of final separation: {t99*1e3:.1f} ms")
print(f"2D test: a = {a_2d}, mean fraction = {mean_2d}")
print(f"2D temperature range: {T_field.min():.0f} to {T_field.max():.0f} K")
print(f"2D fraction range: {x_2d.min():.3f} to {x_2d.max():.3f}")
print(f"2D spread of ln(ratio)+a ln T: {spread_ratio:.1e}")
print(f"2D spread of ln(fraction)+a ln T: {spread_fraction:.3f}")
print(f"Assumed rise of a from lid to wafer: {100*rise:.0f} %")
print(f"Ratio factor with that rise: {factor_variable:.4f}")
print(f"Carrier mean free path: {free_path*1e6:.0f} um")
print(f"Knudsen number: {free_path/gap:.4f}")
print(f"Temperature jump at each wall: {jump:.2f} K")
print(f"Ratio factor with jumps: {factor_jump:.4f}")
print(f"Side-wall creep speed: {creep_speed*100:.0f} cm/s")
print(f"Creep Peclet number: {creep_peclet:.2f}")
print(f"Apparent exponent, still square cell: {a_still:.5f}")
print(f"Apparent exponent with creep circulation: {a_creep:.5f}")
print(f"Apparent exponent at Peclet {strong_peclet:.0f}: {a_strong:.3f}")
print(f"Rayleigh number, thermal: {Ra_heat:.3f}")
print(f"Rayleigh number, compositional: {Ra_mix:.5f}")
print(f"Gravity shift of ln(ratio): {gravity_shift:.1e}")
print(f"Precursor in gap per area: {precursor_column*1e-4:.2e} cm^-2")
print(f"Assumed surface uptake per cycle: {uptake*1e-4:.1e} cm^-2")
print(f"Uptake as share of inventory: {100*uptake/precursor_column:.1f} %")
print(f"Thermal-diffusion flux scale: {flux_scale*1e-4:.2e} cm^-2 s^-1")
print(f"Time to deliver uptake at that flux: {uptake/flux_scale*1e3:.1f} ms")
print(f"Test wafer flux: {flux_test*1e-4:.2e} cm^-2 s^-1")
print(f"Apparent exponent at test wafer flux: {a_consumed:.4f}")
print("success")
```

Running it gives:

```
Thermal diffusion factor a: 0.50
Lid and wafer temperature: 450, 650 K
Gap: 20 mm; pressure: 1.0 Torr
Mean precursor mole fraction: 0.0500
Molar mass precursor, carrier: 189.7, 28.0 g/mol
Input D at 300 K, 1 atm: 0.08 cm2/s, power 1.75
Input viscosity at 300 K: 1.8e-05 Pa s, power 0.7
Input conductivity power: 0.7; Prandtl number: 0.7
Input carrier diameter: 0.37 nm
D at 550 K and cell pressure: 175.6 cm2/s
ln(T_hot/T_cold): 0.3677
Mole-ratio factor, wafer/lid: 0.8321
Mole ratio at lid, wafer: 0.05785, 0.04814
Mole fraction at lid, wafer: 0.05469, 0.04593
Mid-gap temperature, fraction: 556.3 K, 0.04946
Mole-fraction factor, wafer/lid: 0.8398
Number-density factor, wafer/lid: 0.5814
Wafer fraction relative to mean: -8.15 %
1D test, largest relative error: 1.3e-06
Diffusion time gap^2/(pi^2 D): 2.31 ms
Time to 99 % of final separation: 10.2 ms
2D test: a = 0.7, mean fraction = 0.4
2D temperature range: 366 to 841 K
2D fraction range: 0.345 to 0.485
2D spread of ln(ratio)+a ln T: 1.9e-05
2D spread of ln(fraction)+a ln T: 0.241
Assumed rise of a from lid to wafer: 20 %
Ratio factor with that rise: 0.8178
Carrier mean free path: 94 um
Knudsen number: 0.0047
Temperature jump at each wall: 1.87 K
Ratio factor with jumps: 0.8350
Side-wall creep speed: 48 cm/s
Creep Peclet number: 0.55
Apparent exponent, still square cell: 0.50000
Apparent exponent with creep circulation: 0.49913
Apparent exponent at Peclet 20: 0.205
Rayleigh number, thermal: 0.029
Rayleigh number, compositional: 0.00671
Gravity shift of ln(ratio): 6.9e-06
Precursor in gap per area: 1.76e+15 cm^-2
Assumed surface uptake per cycle: 2.0e+14 cm^-2
Uptake as share of inventory: 11.4 %
Thermal-diffusion flux scale: 1.35e+16 cm^-2 s^-1
Time to deliver uptake at that flux: 14.9 ms
Test wafer flux: 1.35e+15 cm^-2 s^-1
Apparent exponent at test wafer flux: 0.5507
success
```
